# Surface States and Tunnelling Conductance of a d-Wave Superconductor: verification in Python

```python
"""Zero-energy surface states and zero-bias peak of a d-wave superconductor.

Result under test: a specular surface joins momenta at angles theta and
pi - theta to the normal, with gaps d_plus and d_minus. Opposite signs bind a
state at E = 0. For a 110 surface d_minus = -d_plus, and for E < |d_plus|
    sigma = 2 / (1 + 4 (1 - tau) E^2 / (tau^2 d_plus^2)),
where sigma is the conductance per spin and mode in e^2/h and tau is the
normal-state transmission. Z is the delta-barrier strength H/(hbar v_F),
z = Z/cos(theta), and gamma = gap/(E + sqrt(E^2 - gap^2)).
Lattice checks use a square lattice with nearest-neighbour hopping 1 eV.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.optimize import brentq
from scipy import constants as const


def gap(theta, alpha, gap0):
    return gap0 * np.cos(2 * (theta - alpha))


def gamma(energy, delta):
    return delta / (energy + np.sqrt(energy**2 - delta**2 + 0j))


def solve_matching(energy, d_plus, d_minus, z):
    """Amplitudes a (Andreev), b (normal), c, d (transmitted), solved directly."""
    gp, gm = gamma(energy, d_plus), gamma(energy, d_minus)
    matrix = np.array([
        [0, 1, -1, -gm],                       # electron continuity
        [1, 0, -gp, -1],                       # hole continuity
        [0, 1j - 2 * z, 1j, -1j * gm],         # electron slope jump
        [-1j - 2 * z, 0, 1j * gp, -1j]], dtype=complex)  # hole slope jump
    return np.linalg.solve(matrix, np.array([-1, 0, 1j + 2 * z, 0], dtype=complex))


def sigma_matching(energy, d_plus, d_minus, z):
    a, b, _, _ = solve_matching(energy, d_plus, d_minus, z)
    return 1 + abs(a)**2 - abs(b)**2


def sigma_formula(energy, d_plus, d_minus, tau):
    gp, gm = gamma(energy, d_plus), gamma(energy, d_minus)
    top = tau * (1 + tau * abs(gp)**2 - (1 - tau) * abs(gp * gm)**2)
    return top / abs(1 - (1 - tau) * gp * gm)**2


def lattice_bdg(layers, q, mu, bonds, profile=None):
    """Sparse BdG matrix of a strip at surface phase q; bond = (layer step,
    surface step, pairing)."""
    weight = sp.diags(np.ones(layers) if profile is None else profile)
    normal = (-mu * sp.identity(layers, dtype=complex)).tocsr()
    pairing = sp.csr_matrix((layers, layers), dtype=complex)
    for step, along, pair in bonds:
        shift = (np.exp(1j * q * along) * sp.eye(layers, k=step)).tocsr()
        normal = normal - shift - shift.conj().T
        link = pair * (weight @ shift)
        pairing = pairing + link + link.conj().T
    return sp.bmat([[normal, pairing], [pairing, -normal]], format="csc")


def bulk_minimum(q, mu, bonds):
    k = np.linspace(-np.pi, np.pi, 40001)
    xi = -mu - sum(2 * np.cos(s * k + q * m) for s, m, _ in bonds)
    pair = sum(2 * p * np.cos(s * k + q * m) for s, m, p in bonds)
    return np.sqrt(xi**2 + pair**2).min()


def lowest_energies(matrix):
    return np.sort(abs(np.linalg.eigvalsh(matrix.toarray())))[:3]


# ---- matching: closed amplitudes, flux and conductance on general cases ----
rng = np.random.default_rng(3)
for _ in range(200):
    energy, z = rng.uniform(0.01, 2), rng.uniform(0, 4)
    d_plus, d_minus = rng.uniform(-1, 1, 2)
    tau = 1 / (1 + z**2)
    a, b, c, d = solve_matching(energy, d_plus, d_minus, z)
    gp, gm = gamma(energy, d_plus), gamma(energy, d_minus)
    denominator = 1 - (1 - tau) * gp * gm
    assert abs(a - tau * gp / denominator) < 1e-9
    assert abs(b + 1j * z * (1 - gp * gm) / ((1 + 1j * z) * denominator)) < 1e-9
    flux = (abs(a)**2 + abs(b)**2 + abs(c)**2 * (1 - abs(gp)**2)
            + abs(d)**2 * (1 - abs(gm)**2))
    assert abs(flux - 1) < 1e-9
    sigma = sigma_matching(energy, d_plus, d_minus, z)
    assert abs(sigma - sigma_formula(energy, d_plus, d_minus, tau)) < 1e-9
    assert sigma < 2 + 1e-9

# ---- closed-surface condition gamma_plus * gamma_minus = 1 ----
scan = np.linspace(0, 1.5, 3001)
opposite = abs(1 - gamma(scan, 1.0) * gamma(scan, -0.6))
same = abs(1 - gamma(scan, 1.0) * gamma(scan, 0.6))
assert opposite[0] < 1e-12 and opposite[scan > 0.05].min() > 0.05
assert same.min() > 0.5

# ---- model parameters (eV, angstrom) ----
fermi_energy, gap0, barrier = 1.0, 0.02, 2.0
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20
k_fermi = np.sqrt(2 * fermi_energy / hbar2_over_m)
hbar_v = hbar2_over_m * k_fermi
print(f"Fermi energy {fermi_energy:.2f} eV, gap maximum {gap0:.3f} eV")
print(f"barrier parameter Z = {barrier:.1f} (dimensionless)")
print(f"Fermi wave vector {k_fermi:.4f} 1/angstrom")
print(f"hbar * Fermi velocity {hbar_v:.4f} eV angstrom")
print(f"delta-barrier strength H {barrier * hbar_v:.3f} eV angstrom")

print("110 surface, one mode per line:")
print("angle(deg) gap+(eV) gap-(eV) tau half-width(eV) decay(angstrom) sigma(0)")
for degrees in (10, 30, 45, 60, 80):
    theta = np.radians(degrees)
    d_plus = gap(theta, np.pi / 4, gap0)
    d_minus = gap(np.pi - theta, np.pi / 4, gap0)
    z = barrier / np.cos(theta)
    tau = 1 / (1 + z**2)
    for fraction in (0.0, 0.03, 0.2, 0.6, 0.95):
        energy = fraction * abs(d_plus)
        peak = 2 / (1 + 4 * (1 - tau) * energy**2 / (tau * d_plus)**2)
        assert abs(sigma_matching(energy, d_plus, d_minus, z) - peak) < 1e-8
    width = brentq(lambda e: sigma_matching(e, d_plus, d_minus, z) - 1,
                   0, 0.99 * abs(d_plus), xtol=1e-15)
    assert abs(width / (tau * abs(d_plus) / (2 * np.sqrt(1 - tau))) - 1) < 1e-6
    decay = hbar_v * np.cos(theta) / abs(d_plus)
    assert abs(decay * 2 * gap0 * np.sin(theta) / hbar_v - 1) < 1e-10
    height = sigma_matching(0.0, d_plus, d_minus, z)
    print(f"{degrees:3d} {d_plus:9.5f} {d_minus:9.5f} {tau:8.5f} "
          f"{width:10.3e} {decay:8.1f} {height:7.4f}")
    d_100 = gap(theta, 0.0, gap0)
    if abs(d_100) > 1e-6:
        flat = sigma_matching(0.0, d_100, gap(np.pi - theta, 0.0, gap0), z)
        assert abs(flat - 2 * tau**2 / (2 - tau)**2) < 1e-9

# ---- mode average, uniform in sin(theta), midpoint rule ----
points = 200000
angles = (np.arange(points) + 0.5) * (np.pi / 2) / points
weights = np.cos(angles) * (np.pi / 2) / points
tau_all = np.cos(angles)**2 / (np.cos(angles)**2 + barrier**2)


def average_sigma(energy, alpha):
    values = sigma_formula(energy, gap(angles, alpha, gap0),
                           gap(np.pi - angles, alpha, gap0), tau_all)
    return np.sum(weights * values)


mean_tau = np.sum(weights * tau_all)
root = np.sqrt(1 + barrier**2)
assert abs(mean_tau - (1 - barrier**2 / root * np.arctanh(1 / root))) < 1e-8
print(f"mean normal transmission {mean_tau:.5f} (dimensionless)")
print("energy(eV), mean sigma 110, 110/normal, 100/normal (dimensionless):")
for energy in (0.0, 0.0001, 0.0005, 0.001, 0.002, 0.005, 0.01, 0.02, 0.03):
    s110, s100 = average_sigma(energy, np.pi / 4), average_sigma(energy, 0.0)
    if energy == 0:
        assert abs(s110 - 2) < 1e-6
        assert s100 < mean_tau
    else:
        assert s110 < 2 - 1e-3
    print(f"{energy:.4f} {s110:8.4f} {s110 / mean_tau:8.4f} {s100 / mean_tau:8.4f}")
half = brentq(lambda e: average_sigma(e, np.pi / 4) - 1, 1e-6, 0.01, xtol=1e-10)
print(f"half-width of averaged 110 peak {half:.3e} eV")

# ---- lattice spectra, no Andreev approximation ----
layers, mu, pair = 400, -1.0, 0.2
d_wave_110 = [(1, 1, pair), (1, -1, -pair)]
equal_sign_110 = [(1, 1, pair), (1, -1, pair)]
d_wave_100 = [(1, 0, pair), (0, 1, -pair)]
print(f"lattice: hopping 1 eV, chemical potential {mu:.1f} eV")
print(f"lattice: bond pairing {pair:.1f} eV, {layers} layers")
print("110 d-wave: phase q(rad), lowest 3 |E| (eV), bulk edge (eV)")
for q in (0.3, 0.7, 1.2):
    low, edge = lowest_energies(lattice_bdg(layers, q, mu, d_wave_110)), \
        bulk_minimum(q, mu, d_wave_110)
    assert low[1] < 1e-6 and low[2] > 0.99 * edge
    print(f"{q:.2f} {low[0]:.0e} {low[1]:.0e} {low[2]:.4f} {edge:.4f}")

distance = np.minimum(np.arange(layers), layers - 1 - np.arange(layers))
soft = lowest_energies(lattice_bdg(layers, 0.7, mu, d_wave_110,
                                   np.tanh(distance / 20)))
assert soft[1] < 1e-6
print(f"110 with suppressed surface gap, q=0.70: lowest |E| {soft[0]:.0e} eV")

print("controls: q(rad), lowest |E| (eV), bulk edge (eV)")
controls = [("110 equal-sign pairing", 0.7, equal_sign_110),
            ("100 d-wave", 0.3, d_wave_100), ("100 d-wave", 1.2, d_wave_100),
            ("110 no Fermi crossing", 1.45, d_wave_110)]
for label, q, bonds in controls:
    low, edge = lowest_energies(lattice_bdg(layers, q, mu, bonds))[0], \
        bulk_minimum(q, mu, bonds)
    assert edge > 0.03 and low > 0.99 * edge
    print(f"{label}: {q:.2f} {low:.4f} {edge:.4f}")

# ---- decay rate read from the zero-mode density near one edge ----
print("zero-mode decay per layer: q(rad), eigenvector, gap/velocity")
for q in (0.3, 0.7):
    values, vectors = np.linalg.eigh(lattice_bdg(layers, q, mu, d_wave_110).toarray())
    zero_modes = vectors[:, np.argsort(abs(values))[:2]]
    density = np.sum(abs(zero_modes)**2, axis=1).reshape(2, layers).sum(axis=0)
    window = 40
    measured = np.log(density[:window].sum()
                      / density[window:2 * window].sum()) / (2 * window)
    k_normal = np.arccos(-mu / (4 * np.cos(q)))
    gap_at_fermi = abs(2 * pair * (np.cos(k_normal + q) - np.cos(k_normal - q)))
    velocity = 4 * np.cos(q) * np.sin(k_normal)
    predicted = gap_at_fermi / velocity
    # window sums keep a few per cent of the density oscillation
    assert abs(measured / predicted - 1) < 0.06
    print(f"{q:.2f} {measured:.4f} {predicted:.4f}")

# ---- lattice contact: Green-function conductance against the resonance ----
q, weak_pair, long_layers = 0.7, 0.005, 5000
hop = 2 * np.cos(q)
link = 0.4 * hop


def lead_green(argument):
    return (argument - 1j * np.sqrt(4 * hop**2 - argument**2)) / (2 * hop**2)


g_normal = lead_green(mu)
green = 1 / (mu - (hop**2 + link**2) * g_normal)
tau_lattice = 4 * (link * hop * g_normal.imag)**2 * abs(green)**2
k_normal = np.arccos(-mu / (4 * np.cos(q)))
gap_lattice = abs(2 * weak_pair * (np.cos(k_normal + q) - np.cos(k_normal - q)))
contact = lattice_bdg(long_layers, q, mu, [(1, 1, weak_pair), (1, -1, -weak_pair)])
print(f"lattice contact: tau {tau_lattice:.4f}, gap {gap_lattice:.5f} eV")
print("E/gap, sigma lattice, sigma formula (dimensionless):")
for fraction in (0.0, 0.1, 0.33, 0.7):
    energy = fraction * gap_lattice
    self_e = link**2 * lead_green(energy + mu)
    self_h = link**2 * lead_green(energy - mu)
    diagonal = np.full(2 * long_layers, energy + 1e-9j, dtype=complex)
    diagonal[0] -= self_e
    diagonal[long_layers] -= self_h
    source = np.zeros(2 * long_layers, dtype=complex)
    source[0] = 1
    response = spsolve((sp.diags(diagonal) - contact).tocsc(), source)
    andreev = 4 * self_e.imag * self_h.imag * abs(response[long_layers])**2
    formula = 2 / (1 + 4 * (1 - tau_lattice) * fraction**2 / tau_lattice**2)
    # the Andreev approximation leaves errors of order gap/bandwidth
    assert abs(2 * andreev - formula) < 0.03
    print(f"{fraction:.2f} {2 * andreev:.4f} {formula:.4f}")

print("tests ok")
```

Printed output:

```
Fermi energy 1.00 eV, gap maximum 0.020 eV
barrier parameter Z = 2.0 (dimensionless)
Fermi wave vector 0.5123 1/angstrom
hbar * Fermi velocity 3.9038 eV angstrom
delta-barrier strength H 7.808 eV angstrom
110 surface, one mode per line:
angle(deg) gap+(eV) gap-(eV) tau half-width(eV) decay(angstrom) sigma(0)
 10   0.00684  -0.00684  0.19515  7.440e-04    562.0  2.0000
 30   0.01732  -0.01732  0.15789  1.490e-03    195.2  2.0000
 45   0.02000  -0.02000  0.11111  1.179e-03    138.0  2.0000
 60   0.01732  -0.01732  0.05882  5.251e-04    112.7  2.0000
 80   0.00684  -0.00684  0.00748  2.569e-05     99.1  2.0000
mean normal transmission 0.13918 (dimensionless)
energy(eV), mean sigma 110, 110/normal, 100/normal (dimensionless):
0.0000   2.0000  14.3697   0.0978
0.0001   1.8308  13.1540   0.1023
0.0005   1.3268   9.5332   0.1204
0.0010   0.8626   6.1978   0.1432
0.0020   0.3919   2.8159   0.1893
0.0050   0.1006   0.7229   0.3342
0.0100   0.0614   0.4414   0.6182
0.0200   0.0984   0.7072   2.1666
0.0300   0.1262   0.9065   1.1437
half-width of averaged 110 peak 8.291e-04 eV
lattice: hopping 1 eV, chemical potential -1.0 eV
lattice: bond pairing 0.2 eV, 400 layers
110 d-wave: phase q(rad), lowest 3 |E| (eV), bulk edge (eV)
0.30 7e-12 7e-12 0.2298 0.2281
0.70 9e-16 4e-15 0.4867 0.4862
1.20 2e-15 3e-15 0.4428 0.4428
110 with suppressed surface gap, q=0.70: lowest |E| 1e-15 eV
controls: q(rad), lowest |E| (eV), bulk edge (eV)
110 equal-sign pairing: 0.70 0.1962 0.1961
100 d-wave: 0.30 0.5533 0.5533
100 d-wave: 1.20 0.0882 0.0881
110 no Fermi crossing: 1.45 0.5180 0.5180
zero-mode decay per layer: q(rad), eigenvector, gap/velocity
0.30 0.0634 0.0619
0.70 0.1736 0.1685
lattice contact: tau 0.4476, gap 0.01218 eV
E/gap, sigma lattice, sigma formula (dimensionless):
0.00 2.0000 2.0000
0.10 1.7986 1.8013
0.33 0.9016 0.9085
0.70 0.3094 0.3122
tests ok
```
